Absorption and Transmission of a Thin Conducting Film

**The problem**

A plane wave of angular frequency ω travels in vacuum along +z and falls at normal incidence on a uniform, non-magnetic conducting film that fills 0 < z < d. The film is much thinner than its skin depth. Its current density is J = σE at each point, with a complex conductivity σ = σ₁ + iσ₂ and σ₁ ≥ 0. Fields vary in time as exp(−iωt). All of the film's response, including that of its bound charge, is counted in σ.

(a) Find how E and H change across the film, and state what "thin" must mean for the result to hold.

(b) The film stands free in vacuum. Find the reflected, transmitted and absorbed fractions of the incident power. What is the largest fraction it can absorb, and at what sheet resistance 1/(σd)?

(c) Explain the size of that largest fraction by a symmetry argument.

(d) The film now lies on a lossless substrate of real refractive index n. Find the power transmitted into the substrate, divided by the power that enters the same substrate without the film. Leave out light that returns from the substrate's rear face. Can σ be recovered from the measurement?

(e) Evaluate the results for a Drude film, σ = σ_dc/(1 − iωτ), with σ_dc = 5.00×10⁵ S/m, τ = 50 fs and d = 10 nm, at 1 THz. Take n = 3 for the substrate. These are round model values. For a free-electron gas they imply a mean free path of about 13 nm, and a longer one for lighter carriers, which exceeds d. In a real film σ_dc and τ must then be read as effective values for that film, including scattering at its surfaces, not as bulk values.

**Hints**

1. Integrate each of the two Maxwell equations for E and H from z = 0 to z = d. Ask which of the integrals stays finite when d shrinks while the product σd is held fixed.

2. In a medium of index n, a wave travelling along +z has Z₀H = nE, and one travelling along −z has Z₀H = −nE. Here Z₀ = μ₀c is the impedance of vacuum. The dimensionless quantity y = Z₀σd carries everything that the film does.

3. To find the maximum, deal with the imaginary part of y first. What remains depends on one real variable, and completing a square is enough.

4. For part (c), write the single incident beam as the sum of two pairs of beams arriving from both sides, one pair in phase and the other in antiphase. Where does each pair have its electric field?

5. For part (d), the flux in the substrate contains a factor n. See what becomes of it in the ratio.

**Solution**

*(a) The film as a boundary condition*

Let E point along x and H along y. Faraday's law and Ampère's law then read

dE/dz = iωμ₀H

−dH/dz = σE − iωε₀E.

Put k₀ = ω/c. Since μ₀c = Z₀ and ε₀Z₀ = 1/c, we have ωμ₀ = k₀Z₀ and ωε₀Z₀ = k₀. Integrating across the film, and multiplying the second equation by Z₀, gives

E(d) − E(0) = ik₀ ∫ Z₀H dz

Z₀H(0) − Z₀H(d) = (Z₀σ − ik₀) ∫ E dz.

On the far side of the film Z₀H = nE. On the near side it is larger by the contribution of the film current, which is of order |y||E|. The change in E is therefore at most of order k₀d(n + |y|)|E|. If this is small, E is nearly uniform in the film, and ∫ E dz ≈ Ed. The second equation then contains yE − ik₀dE, and the last term may be dropped when k₀d ≪ 1. To leading order,

E(0) = E(d) = E

Z₀H(0) − Z₀H(d) = yE, with y = Z₀σd = y₁ + iy₂.

The conditions are k₀d(1 + n + |y|) ≪ 1. They relate to the skin depth as follows. For a good ohmic conductor, with real σ, the skin depth is δ = √(2/(ωμ₀σ)), so that

(d/δ)² = ωμ₀σd²/2 = (k₀d)(Z₀σd)/2 = y k₀d/2.

Being thin against the skin depth thus means y k₀d ≪ 2. When y is of order one, this also ensures k₀d ≪ 1. When y is very small it does not: a weak conductor may be thin against its skin depth and still be comparable with a wavelength. For such a film k₀d ≪ 1 has to be required separately. When σ is mostly imaginary, as in a film of high permittivity and low loss, the decay length can be long while |y|k₀d is large. A film with permittivity 10⁴ + 100i and k₀d = 0.031 is only 0.016 decay lengths thick, yet it has |y|k₀d ≈ 10 and transmits 0.31 of the power in vacuum, where the sheet result would give 4×10⁻⁵. For complex σ the condition |y|k₀d ≪ 1 must be checked directly.

*Matching the waves*

It saves work to treat a substrate of index n at once and to set n = 1 for the free-standing film. Let the incident, reflected and transmitted electric amplitudes be 1, r and t. At the front face E = 1 + r and Z₀H = 1 − r; at the back face E = t and Z₀H = nt. The two boundary conditions become

1 + r = t

(1 − r) − nt = yt, that is, 1 − r = (n + y)t.

Adding the two lines removes r:

2 = (1 + n + y)t

t = 2/(1 + n + y)

r = t − 1 = (1 − n − y)/(1 + n + y).

*(b) The free-standing film*

With n = 1,

t = 2/(2 + y), r = −y/(2 + y).

The incident flux is 1/(2Z₀) in these units, and the reflected and transmitted fluxes are |r|² and |t|² times that. Hence

R = |y|²/|2 + y|², T = 4/|2 + y|².

The absorbed fraction is what is missing:

A = 1 − R − T = (|2 + y|² − |y|² − 4)/|2 + y|².

Since |2 + y|² = 4 + 4y₁ + |y|², the numerator reduces to 4y₁, and

A = 4y₁/|2 + y|² = 4y₁/[(2 + y₁)² + y₂²].

The Joule heat gives the same answer. Per unit area it is σ₁d|t|²/2, because the field in the film is t. Divided by the incident flux 1/(2Z₀), this is y₁|t|² = 4y₁/|2 + y|².

The term y₂² occurs in the denominator alone, so it can only lower A:

A ≤ 4y₁/(2 + y₁)².

The distance of the right-hand side from one half is

1/2 − 4y₁/(2 + y₁)² = [(2 + y₁)² − 8y₁]/[2(2 + y₁)²] = (y₁ − 2)²/[2(2 + y₁)²] ≥ 0.

Therefore

A ≤ 1/2, with equality when y₂ = 0 and y₁ = 2.

At the maximum σ is real, and the sheet resistance is

1/(σd) = Z₀/y = Z₀/2 = 376.73 Ω/2 = 188.37 Ω.

There R = 4/16 = 1/4 and T = 4/16 = 1/4. The light that is not absorbed is shared equally between reflection and transmission.

The two limits show why there is an optimum. For |y| ≪ 1 the film hardly disturbs the wave, the field in it is the incident field, and A ≈ y₁: more conductance gives more heat. For real y ≫ 2 the film nearly short-circuits the electric field, t ≈ 2/y, and A ≈ y(2/y)² = 4/y: more conductance now gives less heat. For real y, replacing y by 4/y leaves A unchanged, since

4(4/y)/(2 + 4/y)² = 16y/(2y + 4)² = 4y/(2 + y)².

A film with half the optimal sheet resistance, 94.2 Ω, and one with twice that value, 376.7 Ω, therefore absorb equally. With y = 4 and y = 1 the formula gives 16/36 and 4/9, both equal to 0.444. The maximum is broad: an error of a factor of two in the sheet resistance lowers the absorption from 0.500 to 0.444.

*(c) Why one half*

Write the single beam of amplitude 1 from the left as the sum of two pairs:

(1 from left, 0 from right) = (½, ½) + (½, −½).

Each pair carries the power ¼ + ¼ = ½. The film looks the same from both sides, so an even pair of incoming waves produces an even pair of outgoing waves, and an odd pair an odd one. The outgoing amplitudes on each side have magnitudes |r + t|/2 for the even pair and |r − t|/2 for the odd pair. Their total powers add up correctly:

|r + t|²/2 + |r − t|²/2 = |r|² + |t|².

The odd pair has zero electric field at the centre of the film. A thin film therefore sits entirely at a node, drives no current and absorbs nothing. In the formulas this is the continuity condition 1 + r = t, which gives r − t = −1: the odd pair leaves with all its power. Half of the incident power is out of the film's reach. For the other half,

r + t = (2 − y)/(2 + y),

A = ½(1 − |r + t|²) ≤ ½.

At y = 2 the outgoing even wave vanishes, and the even half is absorbed completely.

This argument also shows what the bound depends on. If two equal beams in phase illuminate the film from both sides, the odd part is absent, and a film with y = 2 absorbs all the light. A finite-thickness calculation for a film 10 nm thick with y = 2, at 1 THz, confirms both cases, with absorbed fractions of 1.0000 for beams in phase and 0.0000 for beams in antiphase.

The bound also needs the film to be thin, because in a thick layer the odd pair has a field away from the central node. Take a layer 300 µm thick with relative permittivity 1.0 + 0.5i, at 1 THz. It is 1.53 times as thick as the depth over which the field amplitude falls by a factor e, and the full calculation gives A = 0.939.

*(d) The film on a substrate*

The power that enters the substrate is n|t|², where the factor n comes from H = nE/Z₀. Without the film y = 0, and the amplitude is t₀ = 2/(1 + n). The ratio of amplitudes is

q = t/t₀ = (1 + n)/(1 + n + y) = 1/[1 + y/(n + 1)].

Both powers carry the same factor n, which cancels. The relative transmission is

T_rel = |q|² = 1/|1 + Z₀σd/(n + 1)|².

This is Tinkham's formula. Written with real quantities it reads

T_rel = 1/{[1 + Z₀σ₁d/(n + 1)]² + [Z₀σ₂d/(n + 1)]²}.

The substrate enters through n + 1, the sum of the wave admittances on the two sides in units of 1/Z₀. The film's sheet conductance adds to that sum because all three share the same electric field. For a given film, a larger n brings T_rel closer to 1.

A measurement of T_rel gives one real number and cannot fix both σ₁ and σ₂ without further information. If the amplitude and phase of the field are measured, q is known as a complex number, and

1/q = 1 + Z₀σd/(n + 1)

σ = (n + 1)(1/q − 1)/(Z₀d).

In the reference measurement, vacuum takes the place of the film and adds a phase k₀d. This phase is negligible in q at this order, but for a weak film, with |y| not much larger than (n + 1)k₀d, it matters in the recovered σ. The measured ratio, which contains the phase, should therefore be put into the formula as it stands.

*(e) Numbers*

With ωτ = 0.3142, the Drude conductivity is

σ = σ_dc(1 + iωτ)/(1 + ω²τ²) = (4.551 + 1.430i)×10⁵ S/m.

Multiplying by Z₀d gives

y = 1.714 + 0.539i.

The film is thin in the required sense: k₀d = 2.1×10⁻⁴ and k₀d(1 + n + |y|) = 1.2×10⁻³ for n = 3. The field would decay over 639 nm in this material, 64 times the film thickness.

For the free-standing film,

|2 + y|² = 3.7144² + 0.5386² = 14.09

R = (1.714² + 0.539²)/14.09 = 0.229

T = 4/14.09 = 0.284

A = 4 × 1.714/14.09 = 0.487.

The three add up to 1. The absorption is close to its bound although neither condition for the maximum is met. With y₂ removed it would be 4 × 1.714/3.714² = 0.497, so most of the small deficit comes from the imaginary part of σ, the inertia of the carriers.

Solving the field equations for the actual thickness, without the sheet approximation, gives A = 0.4868, and so does the Joule heat integrated through the film. The sheet formula agrees to the same four digits. The error in the amplitude t is 1.26×10⁻⁴ at 10 nm and 6.31×10⁻⁵ at 5 nm with y held fixed. It halves with the thickness, as expected of a first-order correction in k₀d. Most of it is the phase k₀d that the wave gains in crossing the film. With that phase removed the error is 1.60×10⁻⁵ at 10 nm and 8.0×10⁻⁶ at 5 nm.

On the substrate n + 1 = 4, and

1 + y/4 = 1.4286 + 0.1347i

T_rel = 1/(1.4286² + 0.1347²) = 0.486.

The film thus lets through a little under half of the power that would enter the bare substrate. This does not mean that the rest is absorbed, since the film also changes the reflection.

The finite-thickness calculation gives q = 0.6938 − 0.0653i. Inserting the unrounded q in the inversion formula yields σ₁ = 4.5513×10⁵ S/m and σ₂ = 1.4285×10⁵ S/m, against the inputs 4.5508×10⁵ S/m and 1.4297×10⁵ S/m. The second differs from the input σ₂ by about 0.1 per cent of that input, which is the cost of the sheet approximation here. A real film also has bound charge, which adds −iωε₀(ε∞ − 1) to σ and is left out of the Drude form. For a background permittivity ε∞ = 10 this lowers σ₂ by about 0.35 per cent, more than the sheet error. With the time factor exp(−iωt), the negative phase of q means that the transmitted wave is advanced relative to the reference. A positive σ₂ has this effect.

**Variation 1: absorption on a substrate**

*What is the largest fraction that the film on the substrate can absorb, when it is lit from the vacuum side and when it is lit from inside the substrate?*

From the vacuum side the Joule heat is again y₁|t|² in units of the incident flux:

A_vac = 4y₁/|1 + n + y|² ≤ 4y₁/(n + 1 + y₁)².

Because (n + 1 + y₁)² − 4(n + 1)y₁ = (n + 1 − y₁)² ≥ 0, the right-hand side is at most 1/(n + 1). This value is reached at y = n + 1.

From the substrate side the incident wave has Z₀H = n, and the matching conditions are

1 + r′ = t′, n(1 − r′) − t′ = yt′.

Multiplying the first by n and adding gives 2n = (n + 1 + y)t′. The incident flux is now n times larger than in vacuum, so the absorbed fraction is

A_sub = y₁|t′|²/n = 4n y₁/|n + 1 + y|² ≤ n/(n + 1),

again with equality at y = n + 1. For n = 3 the two maxima are 0.25 and 0.75, both at y = 4, or a sheet resistance of 94.2 Ω. A thin film lit from one side can therefore absorb more than half of the light when the media on its two sides differ. For n = 1 both results return to one half.

**Variation 2: echoes from the rear face**

*The substrate is a thick parallel plate with vacuum behind it, and the detector collects all the light that emerges. How does the measured ratio differ from Tinkham's formula?*

Suppose that the interference fringes of the plate are averaged out, for instance by a spread of thickness covering whole fringe periods. Waves that have made different numbers of round trips then add as powers. The rear face reflects the fraction

R₀ = [(n − 1)/(n + 1)]².

The film, seen from inside the substrate, has r′ = t′ − 1 = (n − 1 − y)/(n + 1 + y), and it reflects

R_f = |(n − 1 − y)/(n + 1 + y)|².

Of the power n|t|² that enters the plate, the part 1 − R₀ leaves at the first arrival, and each further round trip brings a factor R₀R_f. Summing the geometric series gives

n|t|²(1 − R₀)/(1 − R₀R_f).

For the bare plate t becomes t₀ and R_f becomes R₀. The ratio of the two is

T_plate = T_rel (1 − R₀²)/(1 − R₀R_f).

With n = 3 and the film of part (e), R₀ = 0.25 and R_f = 0.0113. The correction factor is

(1 − 0.0625)/(1 − 0.25 × 0.0113) = 0.940,

and T_plate = 0.4857 × 0.940 = 0.457. Averaging the transmitted power of the full wave solution over the plate thickness, separately for the coated and the bare plate, and then dividing gives the same value. The order matters: the average of the ratio taken at each thickness is 0.51. Tinkham's formula without the correction, 0.4857, exceeds the measured ratio 0.4566 by about 6 per cent of the measured ratio.

The sign of the correction follows from the reflectances. Here y is close to n − 1 = 2, where r′ vanishes, so the film almost suppresses the echoes that the bare plate still has. For a highly conducting film R_f tends to 1, and the factor tends to (1 − R₀²)/(1 − R₀) = 1 + R₀, which is 1.25 for n = 3. The correction then has the opposite sign. It can be avoided by recording a short pulse and cutting the record before the first echo arrives.

The numerical output below lists these values and the checks at finite thickness.

Values computed for the example and the checks

```
vacuum impedance Z0 = 376.73 ohm
optimal sheet resistance Z0/2 = 188.37 ohm
dc conductivity = 5.00e+05 S/m
relaxation time = 50.0 fs
film thickness = 10.0 nm
frequency = 1.00 THz
substrate index n = 3.00
omega*tau = 0.3142
k0*d = 2.096e-04
sigma1 = 4.5508e+05 S/m
sigma2 = 1.4297e+05 S/m
dc sheet resistance = 200.0 ohm
y1 = 1.7144, y2 = 0.5386
field decay length in film = 639 nm
thickness / decay length = 0.0156
|N|*k0*d = 0.0194
free film, sheet formula: R = 0.2292
free film, sheet formula: T = 0.2839
free film, sheet formula: A = 0.4868
free film, finite thickness: A = 0.4868
free film, integrated Joule heat: A = 0.4868
error of t at d and d/2 = 1.26e-04, 6.31e-05
greatest A found by search = 0.5000
sheet resistance found by search = 188.37 ohm
thickness / skin depth at optimum = 0.0145
R and T at optimum = 0.2500, 0.2500
A at optimum, two beams in phase = 1.0000
A at optimum, two beams in antiphase = 0.0000
A at sheet resistance 94.2 ohm = 0.4444
A at sheet resistance 376.7 ohm = 0.4444
thick layer: thickness = 300 micrometre
thick layer: permittivity = 1.0 + 0.5i
thick layer: thickness / decay length = 1.527
thick layer: A = 0.9386
Tinkham relative transmission = 0.4857
same, finite thickness = 0.4856
complex ratio q = 0.6938 + (-0.0653)i
sigma1 recovered from q = 4.5513e+05 S/m
sigma2 recovered from q = 1.4285e+05 S/m
greatest A lit from vacuum = 0.2500 at y = 4.000
greatest A lit from substrate = 0.7500 at y = 4.000
bare rear-face reflectance R0 = 0.2500
film reflectance from inside substrate = 0.0113
echo correction factor = 0.9402
relative transmission with echoes, formula = 0.4566
same, thickness average = 0.4566
```
